Proper and improper transverse piezoelectric constants of a polarized crystal, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: charge through a deforming face

**Definitions and conventions**

A crystal is deformed homogeneously, so that a material point at X moves to x = FX with F = 1 + ε. The component ε_jk gives the displacement along axis j per unit length along axis k. For stretches I write ε₁ = ε₁₁ and ε₃ = ε₃₃. The crystal is an insulator polarized along axis 3, P = (0, 0, P₃), and its macroscopic electric field is held at zero, as in a short-circuited plate. The ions inside the cell may shift as the cell is strained, and all derivatives below follow that shift.

The improper transverse constant is the derivative of the polarization itself,

e₃₁ = dP₃/dε₁.

The proper constant, marked with a tilde, is defined by transported charge. Take a face normal to axis 3 that moves with the material. If a charge dC crosses it towards +3 while the strain grows by dε₁, and its area in the undeformed crystal is A₀, then

ẽ₃₁ = (1/A₀) dC/dε₁.

Both constants have the unit of polarization. All derivatives are taken at ε = 0. The result to be shown is

ẽ₃₁ − e₃₁ = P₃.

P₃ must be the same quantity that was differentiated in e₃₁. This matters because the polarization of a periodic crystal has several admissible values. The conditions under which P₃ is the spontaneous polarization are given below.

**Polarization and the charge of an end face**

Consider a slab that is periodic sideways, with lateral cell area A, and N cells thick with period c along axis 3. Let q be the elementary charge. Charges g_j q sit at heights z_j in each lateral cell, and d(N) = Σ_j g_j z_j is the dipole divided by q. The slab is neutral, so d does not depend on the origin. The bulk polarization is the dipole gained per added volume,

P₃ = q [d(N+1) − d(N)]/(A c),

for a slab thick enough that its two surfaces do not influence each other.

The charge belonging to the top face needs a definition that does not depend on where a cell is cut. Let w(z) be zero in the lower part of the slab, rise linearly to one over one period c in the middle, and stay at one above. Define

Q = Σ_j g_j w(z_j).

To relate Q to P₃, build the longer slab from the shorter one. Keep the lower part, weighted by 1 − w(z), and move the upper part, weighted by w(z), up by c. What is still missing at height z is the bulk charge there multiplied by

1 − [1 − w(z)] − w(z − c) = w(z) − w(z − c) = h(z).

The function h is a triangle of height one and base 2c. Sites of one kind are spaced by c, so two of them lie under the triangle, at distances x and x − c from its peak, with weights 1 − x/c and x/c. The weights add to one, and the weighted distance from the peak is

x(1 − x/c) + (x − c)x/c = 0.

The missing piece therefore acts as one whole cell with all its charges at the height of the peak. A cell is neutral, so this piece has neither charge nor dipole. The only change of dipole comes from lifting the charge Q by c:

d(N+1) − d(N) = cQ, and so P₃ = qQ/A.

This is the familiar statement that the surface charge density is P₃, now with a definite meaning for a crystal made of discrete charges.

**The transverse constant**

Let the strain ε₁ grow slowly, with w attached to the material. Suppose that no charge leaks between the crystal surface and its electrode. Charge conservation then says that any increase of qQ has passed upwards through the middle of the slab. The transported charge per reference area is the change of

Π₃ = qQ/A₀ = P₃ A/A₀.

A stretch along axis 1 multiplies one edge of the face by 1 + ε₁ and leaves the other edge alone, so A/A₀ = 1 + ε₁ and

Π₃(ε₁) = (1 + ε₁) P₃(ε₁).

The product rule gives

dΠ₃/dε₁ = P₃ + (1 + ε₁) dP₃/dε₁.

At ε₁ = 0 the left side is ẽ₃₁, and therefore

ẽ₃₁ = e₃₁ + P₃.

The physical content is dilution. If the same face charge is spread over a larger area, P₃ falls although no charge has moved through the crystal. The improper constant records this fall as −P₃, and the proper constant does not contain it. A stretch along axis 2 gives the same relation for e₃₂.

**The other components**

The same reasoning applies to a face of any orientation. Let f₁, f₂, f₃ be the columns of F, which are the deformed edges of a unit cube. The face that was normal to axis i has the area vector f_j × f_k, with i, j, k in cyclic order. The charge belonging to it is

Π_i = P·(f_j × f_k).

The scalar product of f_j × f_k with f_i is det F, and its products with f_j and f_k vanish. Hence (f_j × f_k)/det F is row i of F⁻¹, and

Π = (det F) F⁻¹ P.

For a small strain dε, the off-diagonal elements enter the determinant only in products, so det F = 1 + Σ_j dε_jj to first order. Also F⁻¹ = 1 − dε to first order, because (1 + dε)(1 − dε) differs from 1 by a second-order term. This gives

dΠ_i = dP_i + P_i Σ_j dε_jj − Σ_k dε_ik P_k.

Reading off the coefficient of dε_jk,

ẽ_ijk = e_ijk + δ_jk P_i − δ_ij P_k.

For i = 3 and j = k = 1 the last term is absent and the shift is +P₃, as before. For i = j = k = 3 the two terms cancel, so ẽ₃₃ = e₃₃: a stretch along the polar axis leaves the area of the face unchanged. For i = 1, the component ε₁₃ has the shift −P₃ and ε₃₁ has none. An engineering shear γ has ε₁₃ = ε₃₁ = γ/2, so the 15 constant per unit γ shifts by −P₃/2. A difference of +P₃ thus belongs to the transverse constants e₃₁ and e₃₂ and does not hold for every component.

A small rotation gives a check on the signs. Put dε₁₃ = φ and dε₃₁ = −φ. The polarization turns with the crystal, dP₁ = φP₃, while the last term in dΠ₁ is −φP₃. The sum is zero, as it must be, since turning a crystal drives no charge through its own faces.

The result concerns derivatives with respect to strain. Under a uniaxial stress σ₁ the crystal also contracts sideways, with ε₁ = S₁₁σ₁ and ε₂ = S₁₂σ₁, where S is the elastic compliance. The relative change of area is then (S₁₁ + S₁₂)σ₁, and the proper and improper responses to stress differ by P₃(S₁₁ + S₁₂).

**Which constant a meter reads**

An electrode that is fixed to the crystal and stretches with it always covers the same material. Its compensating charge is −P₃A, and the charge sent through the external wire gives ẽ₃₁. A different arrangement gives the other constant. Let the crystal stretch beneath a sensing electrode of fixed area in the laboratory, surrounded by a guard electrode at the same potential. The sensing electrode then carries −P₃ times a constant area, and its change gives e₃₁. Here P₃ stands for the actual charge density of the crystal face. For an insulating face with the lateral periodicity of the bulk, this is one of the branches. On a partly covered face it can lie between them, and the electrode then reads ẽ₃₁ minus the actual density. The two constants answer different questions, and the geometry of the electrode decides between them.

If a nonzero field E₃ is held fixed, a stretching electrode also carries the vacuum charge κ₀E₃A in magnitude, where κ₀ is the vacuum permittivity. The area term for the total electrode charge is then P₃ + κ₀E₃ instead of P₃.

**A model ferroelectric**

The relation can be followed in a model with real electronic states. Sites A and B alternate along axis 3, with A at height 0 and B at height (½ − η)c in each cell. Each ion has charge +q, and there are two electrons per cell, which do not interact with one another. The cell edges are a = 0.400 nm sideways and c = 0.404 nm. The polar displacement is ηc = 0.0162 nm for η = 0.040. It responds to strain by the prescribed rule

η = 0.040 (1 − 8ε₁ + 20ε₃).

The hopping energy over a bond of length d along axis 3 is 2.00 eV × (0.200 nm/d)^3.5, which gives 2.586 eV on the short bond and 1.475 eV on the long one. For lateral wavenumbers k₁ and k₂ the site energies are +W on A and −W on B, with

W = 1.60 eV + 2τ₁ cos(k₁a₁) + 2τ₂ cos(k₂a₂).

Here τ₁ = τ₂ = 0.10 eV at zero strain, and τ₁ falls as a₁^(−3.5) when the cell is stretched.

The model stays insulating for either slab termination. Write H = WZ + T, where Z is +1 on A and −1 on B, and T holds the bonds between A and B. Since T changes the type of site, TZ = −ZT, and the mixed terms cancel in H² = W² + T². No state has |energy| below W, which is at least 1.60 − 0.40 = 1.20 eV.

**Which polarization enters**

A slab that begins with A at the bottom and ends with B at the top has P₃ = −31.19 µC/cm². If the bottom plane of A sites is moved to the top, the bulk is unchanged. An isolated A site has positive energy and is empty, so the move carries one ionic charge +q per lateral cell to the top, and the gap stays open while the bonds are cut and remade. Q rises by one and P₃ rises by q/a² = 100.14 µC/cm². The second slab indeed has P₃ = 68.95 µC/cm². These are two branches of the formal polarization of one bulk crystal.

The spontaneous polarization is measured from the centrosymmetric reference, η = 0. Let the reference slab of type A…B have top charge Q. Reflecting it in a horizontal plane gives a slab of type B…A with top charge −Q. Moving the A plane also gives a slab of type B…A, with top charge Q + 1. Hence −Q = Q + 1, and Q = −½ at every homogeneous strain. At zero strain this is −50.07 µC/cm², so

Ps = −31.19 + 50.07 = 18.88 µC/cm².

Both the polar crystal and the reference obey ẽ₃₁ = e₃₁ + P₃. Subtracting the two relations gives ẽ₃₁ = e₃₁ + Ps for the derivative of Ps, since Q of the reference is constant and its own ẽ₃₁ is zero. The reference must carry the same strain as the polar crystal. If it were left unstrained, its polarization would be a constant, the derivative would be that of the formal polarization, and the difference would be the formal value.

**Slab results**

Slabs of 48 and 60 cells at strains of ±0.001 give P₃ from the dipole per added volume and Π₃ from the top charge. Their slopes, in µC/cm², are as follows.

- A…B slab: e₃₁ = −92.06 and ẽ₃₁ = −123.25, with difference −31.19.
- B…A slab: e₃₁ = −192.20 and ẽ₃₁ = −123.25, with difference 68.95.
- From Ps: e₃₁ = −142.13 and ẽ₃₁ = −123.25, with difference 18.88.

Each difference equals the polarization used in that row. The improper constant depends on the branch, whereas the proper constant is the same in all three. In this model Ps lies half a quantum away from the branches, so an insulating face with the periodicity of the bulk never carries Ps. A fixed-area electrode on the two slabs reads −92.06 or −192.20, and the third row is a bookkeeping value.

## Second derivation: charge moving relative to the lattice

**Symbols and results carried over**

The strain ε₁ stretches the crystal along axis 1, and the polarization lies along axis 3. The improper constant is e₃₁ = dP₃/dε₁. The proper constant ẽ₃₁ is the charge driven through a material face normal to axis 3, per reference area and unit strain. The elementary charge is q, and the lateral cell edges are a₁ and a₂, both equal to a = 0.400 nm before straining. In the model, site A lies at height 0 and site B at height sc, with s = ½ − η. Both ions carry +q, and two electrons per cell fill the lower band. The first derivation gave ẽ₃₁ = e₃₁ + P₃, with Ps = 18.88 µC/cm² and ẽ₃₁ = −123.25 µC/cm² for the model. The second derivation does not use surfaces.

**Reduced polarization**

Assign the electrons of the filled band to localized Wannier functions, one for each spin in each cell, with mean height s_w c. The dipole of a cell along axis 3 is then qcp, with

p = s − 2s_w.

The A ion contributes nothing because its height is zero. Dividing by the cell volume a₁a₂c gives

P₃ = qp/(a₁a₂).

Now consider transport. A charge whose height is a fixed fraction of c moves with the lattice and crosses no material face. If its fractional height grows by ds, it crosses a fraction ds of the material faces in one period. Averaged over the position of the face, the charge passed per lateral cell is ds times the charge. Summing over ions and electrons gives q dp per lateral cell, so

ẽ₃₁ = [q/(a₁a₂)] dp/dε₁.

The improper constant follows by differentiating P₃. Since a₁ is proportional to 1 + ε₁, the derivative of 1/a₁ at zero strain is −1/a₁, and

e₃₁ = [q/(a₁a₂)] dp/dε₁ − qp/(a₁a₂) = ẽ₃₁ − P₃.

This is the result again. The geometric term now comes from converting a cell dipole into a dipole density.

The role of the branch is also plain. The Wannier functions may be assigned to neighbouring cells, and an ion may be counted in another cell, which changes p by an integer n. The derivative dp/dε₁ is unaffected, so ẽ₃₁ is unique. P₃ shifts by nq/(a₁a₂), and e₃₁ shifts by the opposite amount.

Both the charge of a deforming face and the motion of charge relative to the lattice have given ẽ₃₁ = e₃₁ + P₃, with ẽ₃₁ independent of the polarization branch. It remains to derive from quantum mechanics that the electrons carry the current implied by the motion of their Wannier centres, and then to evaluate the model, apply it to a strained film and compare the assumptions of the two derivations.

Numerical values quoted here were computed with a short program.
